# Lifetime loss from a five percent gate overvoltage: a program that tests the result

```python
"""
Result under test: if breakdown time follows t(V) = t0*(V/V0)**(-n), a
fractional gate-voltage increase x divides the lifetime by r = (1+x)**n.
For n = 40 and x = 0.05 this is about seven.
Symbols: V gate voltage, n voltage exponent, beta Weibull slope,
F failed fraction, V_ox voltage across the oxide, E0 lowest well level,
mu filling energy above E0, psi_p depletion drop in the gate.
The program also sizes effects outside the power law for a 2 nm oxide.
Electrostatics and tunnelling use atomic units with 4*pi*eps0 = 1.
Device parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros

# Conversion factors
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
TIME_S = const.physical_constants["atomic unit of time"][0]
BOHR_CM = BOHR_M * 100
BOHR_NM = BOHR_M * 1e9
K_EV = const.k / const.e

# Power law and specification
n = 40.0
x = 0.05
V1 = 1.20
V2 = V1 * (1 + x)
life1 = 10.0            # years
F1 = 1e-4               # failed fraction at end of specified life
beta = 1.2
area_chip = 0.1         # cm2
area_test = 1e-5        # cm2
V_stress = 2.5
half_window = 0.1       # V
samples_per_voltage = 30
duty = 0.10
exponent_error = 3.0

# Device parameters
T = 398.0
t_ox_nm = 2.0
eps_ox, eps_si = 3.9, 11.7
N_dep_cm = 2.5e12       # substrate depletion charge, cm^-2
N_gate_cm = 1e20        # gate doping, cm^-3
m_z, m_t, m_ox = 0.92, 0.19, 0.40
barrier_eV = 3.15
E_act = 0.6             # eV
heat_rise = 60.0        # K above ambient from switching power

# ---- lifetime ratio: integrate the definition of the exponent ----
r = (1 + x) ** n
life2 = life1 / r
path = solve_ivp(lambda V, t: -n * t / V, (V1, V2), [life1],
                 rtol=1e-10, atol=1e-12)
assert abs(path.y[0, -1] / life2 - 1) < 1e-7
r_first = np.exp(n * x)
r_second = np.exp(n * (x - x**2 / 2))
r_third = np.exp(n * (x - x**2 / 2 + x**3 / 3))
assert abs(r_third / r - 1) < abs(r_second / r - 1) < abs(r_first / r - 1)
r_low = (1 + x) ** (n - exponent_error)
r_high = (1 + x) ** (n + exponent_error)

# ---- failure statistics: formulas against random samples ----
rng = np.random.default_rng(12345)
draws = rng.weibull(beta, 2_000_000)


def fraction_after(F):
    return -np.expm1(r**beta * np.log1p(-F))


F_check = 0.01
check_time = (-np.log1p(-F_check)) ** (1 / beta)
counted = np.mean(draws / r < check_time)
assert abs(counted / fraction_after(F_check) - 1) < 0.02
F2 = fraction_after(F1)


def test_to_chip(area_ratio, F):
    return (area_ratio / -np.log1p(-F)) ** (1 / beta)


cells = 100
chip_times = draws.reshape(-1, cells).min(axis=1)
sampled_ratio = (np.quantile(draws, 1 - np.exp(-1))
                 / np.quantile(chip_times, 0.05))
assert abs(sampled_ratio / test_to_chip(cells, 0.05) - 1) < 0.10
scale_up = test_to_chip(area_chip / area_test, F1)
stress_time = (life1 * const.Julian_year * scale_up
               * (V_stress / V1) ** (-n))

# ---- overvoltage for part of the time: add damage explicitly ----
duty_factor = 1 / (1 - duty + duty * r)
damage, elapsed, period = 0.0, 0.0, 0.001
while damage < 1:
    for voltage, span in ((V2, duty * period), (V1, (1 - duty) * period)):
        damage += span / (life1 * (voltage / V1) ** (-n))
        elapsed += span
assert abs(elapsed / (life1 * duty_factor) - 1) < 1e-3

# ---- exponential law tangent to the power law at stress voltage ----
slope = n / V_stress
dv = 1e-4
numeric_slope = -(np.log((V_stress + dv) ** (-n))
                  - np.log((V_stress - dv) ** (-n))) / (2 * dv)
assert abs(numeric_slope / slope - 1) < 1e-6
r_exponential = np.exp(slope * (V2 - V1))
window = np.linspace(V_stress - half_window, V_stress + half_window, 201)
mismatch = np.max(np.abs(-n * np.log(window / V_stress)
                         + slope * (window - V_stress)))
scatter = np.pi / (np.sqrt(6) * beta * np.sqrt(samples_per_voltage))
usable = len(draws) // samples_per_voltage * samples_per_voltage
log_means = np.log(draws[:usable]).reshape(-1, samples_per_voltage).mean(axis=1)
assert abs(log_means.std() / scatter - 1) < 0.03
assert mismatch < scatter
law_gap = (V1 / V_stress) ** (-n) / np.exp(slope * (V_stress - V1))

# ---- share of the gate voltage that falls across the oxide ----
kT = K_EV * T / HARTREE
t_ox = t_ox_nm / BOHR_NM
N_dep = N_dep_cm * BOHR_CM**2
N_gate = N_gate_cm * BOHR_CM**3
dos = 2 * m_t / np.pi    # two valleys and two spins
airy_root = -ai_zeros(1)[0][0]


def layer(N_s):
    """Energies and fields for channel density N_s, atomic units."""
    N_total = N_s + N_dep
    F_well = 4 * np.pi * (N_dep + N_s / 2) / eps_si
    E0 = airy_root * (F_well**2 / (2 * m_z)) ** (1 / 3)
    mu = kT * np.log(np.expm1(N_s / (dos * kT)))
    psi_p = 2 * np.pi * N_total**2 / (eps_si * N_gate)
    F_ox = 4 * np.pi * N_total / eps_ox
    return dict(N_s=N_s, N_total=N_total, F_well=F_well, E0=E0, mu=mu,
                psi_p=psi_p, F_ox=F_ox, V_ox=F_ox * t_ox)


def solve_gate(V):
    def imbalance(N_s):
        s = layer(N_s)
        return V / HARTREE - s["E0"] - s["mu"] - s["psi_p"] - s["V_ox"]
    N_s = brentq(imbalance, 1e9 * BOHR_CM**2, 8e13 * BOHR_CM**2,
                 xtol=1e-16, rtol=1e-12)
    return layer(N_s)


s1, s2 = solve_gate(V1), solve_gate(V2)

# Lowest level by diagonalization in a hard-wall triangular well
length = (2 * m_z * s1["F_well"]) ** (-1 / 3)
points = 2500
h = 15 * length / (points + 1)
z = h * np.arange(1, points + 1)
lowest = eigh_tridiagonal(1 / (m_z * h**2) + s1["F_well"] * z,
                          np.full(points - 1, -1 / (2 * m_z * h**2)),
                          eigvals_only=True, select="i",
                          select_range=(0, 0))[0]
assert abs(lowest / s1["E0"] - 1) < 1e-4

# Filling from the Fermi distribution, energy measured in kT
filled = dos * kT * quad(lambda u: 1 / (np.exp(u - s1["mu"] / kT) + 1),
                         0, 60)[0]
assert abs(filled / s1["N_s"] - 1) < 1e-6

# Gate depletion drop from the field of a uniform charge layer
width = s1["N_total"] / N_gate
drop = quad(lambda d: 4 * np.pi * N_gate * d / eps_si, 0, width)[0]
assert abs(drop / s1["psi_p"] - 1) < 1e-8

# Oxide-voltage exponent that reproduces n at the stress voltage
dV = 0.005
log_share = (np.log(solve_gate(V_stress + dV)["V_ox"]
                    / solve_gate(V_stress - dV)["V_ox"])
             / np.log((V_stress + dV) / (V_stress - dV)))
n_oxide = n / log_share
r_oxide = (s2["V_ox"] / s1["V_ox"]) ** n_oxide


# ---- direct tunnelling leakage ----
def wkb_exponent(s):
    phi = barrier_eV / HARTREE - s["E0"]
    return (4 * np.sqrt(2 * m_ox) / (3 * s["F_ox"])
            * (phi**1.5 - (phi - s["V_ox"]) ** 1.5))


def attempt_rate(s):
    return s["F_well"] / (2 * np.sqrt(2 * m_z * s["E0"]))


def leakage(s):
    current = s["N_s"] * attempt_rate(s) * np.exp(-wkb_exponent(s))
    return current * const.e / TIME_S / BOHR_CM**2


for s in (s1, s2):
    phi = barrier_eV / HARTREE - s["E0"]
    assert phi > s["V_ox"]
    action = 2 * quad(lambda d: np.sqrt(2 * m_ox * (phi - s["F_ox"] * d)),
                      0, t_ox)[0]
    assert abs(action / wkb_exponent(s) - 1) < 1e-8
    turning = s["E0"] / s["F_well"]
    # u is distance over turning distance; 1-u = w*w removes the singularity
    round_trip = 2 * quad(
        lambda w: 2 * w * turning
        / np.sqrt(2 * (s["E0"] - s["F_well"] * turning * (1 - w * w)) / m_z),
        1e-6, 1)[0]
    assert abs(round_trip * attempt_rate(s) - 1) < 1e-5

J1, J2 = leakage(s1), leakage(s2)
leak_ratio = J2 / J1
charge_factor = leak_ratio / r
assert 1 < leak_ratio < r

# ---- extra heating from switching power at fixed frequency ----
extra_T = heat_rise * ((V2 / V1) ** 2 - 1)
r_heat = np.exp(E_act / K_EV * (1 / T - 1 / (T + extra_T)))
log_heat = quad(lambda temp: E_act / (K_EV * temp**2), T, T + extra_T)[0]
assert abs(np.exp(log_heat) / r_heat - 1) < 1e-8

# ---- printed results ----
print(f"exponent magnitude n: {n:.0f}")
print(f"gate voltage before, after: {V1:.2f}, {V2:.2f} V")
print(f"lifetime division factor r: {r:.3f}")
print(f"remaining lifetime: {100/r:.1f} percent")
print(f"lifetime reduction: {100*(1-1/r):.1f} percent")
print(f"lifetime before, after: {life1:.1f}, {life2:.2f} years")
print(f"ln r: {np.log(r):.4f}")
print(f"r from one, two, three terms: {r_first:.3f}, {r_second:.3f}, {r_third:.3f}")
print(f"r for n = {n-exponent_error:.0f}, {n+exponent_error:.0f}: {r_low:.2f}, {r_high:.2f}")
print(f"Weibull slope: {beta:.1f}")
print(f"failed by {life1:.0f} years, before: {100*F1:.3f} percent")
print(f"failed by {life1:.0f} years, after: {100*F2:.3f} percent")
print(f"growth of failed fraction: {F2/F1:.2f}")
print(f"chip, test gate area: {area_chip:.1e}, {area_test:.1e} cm2")
print(f"test-to-chip time ratio: {scale_up:.2e}")
print(f"stress voltage: {V_stress:.2f} V")
print(f"implied 63 percent test time: {stress_time:.0f} s")
print(f"overvoltage duty fraction: {duty:.2f}")
print(f"life at that duty: {life1*duty_factor:.2f} years")
print(f"exponential-law slope: {slope:.1f} per V")
print(f"r from exponential law: {r_exponential:.2f}")
print(f"stress window half-width: {half_window:.2f} V")
print(f"largest log mismatch in window: {mismatch:.3f}")
print(f"samples per voltage: {samples_per_voltage}")
print(f"sampling scatter of mean log time: {scatter:.3f}")
print(f"power/exponential life ratio at use: {law_gap:.2e}")
print(f"temperature: {T:.0f} K")
print(f"oxide thickness: {t_ox_nm:.1f} nm")
print(f"relative permittivity oxide, Si: {eps_ox:.1f}, {eps_si:.1f}")
print(f"substrate depletion density: {N_dep_cm:.1e} cm^-2")
print(f"gate doping: {N_gate_cm:.1e} cm^-3")
print(f"masses m_z, m_t, m_ox: {m_z:.2f}, {m_t:.2f}, {m_ox:.2f} m_e")
print(f"channel density before: {s1['N_s']/BOHR_CM**2:.2e} cm^-2")
print(f"well level E0 before: {s1['E0']*HARTREE:.3f} eV")
print(f"filling energy mu before: {s1['mu']*HARTREE:.3f} eV")
print(f"gate depletion drop before: {s1['psi_p']*HARTREE:.3f} V")
print(f"oxide voltage before, after: {s1['V_ox']*HARTREE:.3f}, {s2['V_ox']*HARTREE:.3f} V")
print(f"oxide field before: {s1['V_ox']*HARTREE/t_ox_nm*10:.2f} MV/cm")
print(f"oxide-voltage increase: {100*(s2['V_ox']/s1['V_ox']-1):.2f} percent")
print(f"matched oxide-voltage exponent: {n_oxide:.1f}")
print(f"r from oxide-voltage law: {r_oxide:.2f}")
print(f"band-edge barrier: {barrier_eV:.2f} eV")
print(f"WKB exponent before, after: {wkb_exponent(s1):.2f}, {wkb_exponent(s2):.2f}")
print(f"leakage before, after: {J1:.2e}, {J2:.2e} A/cm2")
print(f"leakage growth factor: {leak_ratio:.3f}")
print(f"breakdown charge after/before: {charge_factor:.3f}")
print(f"leakage heating before: {J1*V1:.2e} W/cm2")
print(f"activation energy: {E_act:.2f} eV")
print(f"switching temperature rise: {heat_rise:.0f} K")
print(f"extra temperature rise: {extra_T:.2f} K")
print(f"extra life division by heating: {r_heat:.2f}")
print(f"voltage and heating together: {r*r_heat:.2f}")
print("done: every assertion held")
```

It prints:

```
exponent magnitude n: 40
gate voltage before, after: 1.20, 1.26 V
lifetime division factor r: 7.040
remaining lifetime: 14.2 percent
lifetime reduction: 85.8 percent
lifetime before, after: 10.0, 1.42 years
ln r: 1.9516
r from one, two, three terms: 7.389, 7.029, 7.040
r for n = 37, 43: 6.08, 8.15
Weibull slope: 1.2
failed by 10 years, before: 0.010 percent
failed by 10 years, after: 0.104 percent
growth of failed fraction: 10.40
chip, test gate area: 1.0e-01, 1.0e-05 cm2
test-to-chip time ratio: 4.64e+06
stress voltage: 2.50 V
implied 63 percent test time: 260 s
overvoltage duty fraction: 0.10
life at that duty: 6.23 years
exponential-law slope: 16.0 per V
r from exponential law: 2.61
stress window half-width: 0.10 V
largest log mismatch in window: 0.033
samples per voltage: 30
sampling scatter of mean log time: 0.195
power/exponential life ratio at use: 5.21e+03
temperature: 398 K
oxide thickness: 2.0 nm
relative permittivity oxide, Si: 3.9, 11.7
substrate depletion density: 2.5e+12 cm^-2
gate doping: 1.0e+20 cm^-3
masses m_z, m_t, m_ox: 0.92, 0.19, 0.40 m_e
channel density before: 7.40e+12 cm^-2
well level E0 before: 0.169 eV
filling energy mu before: 0.036 eV
gate depletion drop before: 0.076 V
oxide voltage before, after: 0.918, 0.963 V
oxide field before: 4.59 MV/cm
oxide-voltage increase: 4.82 percent
matched oxide-voltage exponent: 43.6
r from oxide-voltage law: 7.77
band-edge barrier: 3.15 eV
WKB exponent before, after: 20.55, 20.44
leakage before, after: 5.07e-02, 6.18e-02 A/cm2
leakage growth factor: 1.220
breakdown charge after/before: 0.173
leakage heating before: 6.08e-02 W/cm2
activation energy: 0.60 eV
switching temperature rise: 60 K
extra temperature rise: 6.15 K
extra life division by heating: 1.31
voltage and heating together: 9.19
done: every assertion held
```
